# Interstitial Iron in Silicon from Lifetimes Before and After Pair Dissociation

## The problem

A boron-doped silicon wafer at 300 K has hole density $p_0=1.0\times10^{16}\ \mathrm{cm^{-3}}$ in the dark. It contains iron on interstitial sites, at an unknown concentration $N$. After long storage in the dark, all this iron is bound to boron atoms in iron-boron pairs. Strong illumination then splits all the pairs and leaves isolated interstitial iron.

The carrier lifetime is measured by photoconductance in both states, each time at excess electron density $\Delta n=1.0\times10^{15}\ \mathrm{cm^{-3}}$:

- before dissociation, $\tau_0=40\ \mathrm{\mu s}$;
- after dissociation, $\tau_1=110\ \mathrm{\mu s}$.

All recombination that does not involve this iron is unchanged. The iron concentration follows from

$$N=C\left(\frac1{\tau_1}-\frac1{\tau_0}\right),\tag{1}$$

and two calibration factors are supplied for this doping and temperature:

- $C=+1.079\times10^{6}\ \mathrm{s\,cm^{-3}}$ at the very small density $\Delta n=10^{10}\ \mathrm{cm^{-3}}$;
- $C=-1.953\times10^{7}\ \mathrm{s\,cm^{-3}}$ at $\Delta n=1.0\times10^{15}\ \mathrm{cm^{-3}}$.

Find $N$, the lifetime that the wafer would have without iron, and the uncertainty of $N$ if each lifetime carries an independent error of 2 %.

## A tempting solution

The excess density is a tenth of the doping, so the wafer is in low injection. A concentration is positive, which also speaks for the positive factor. The rates are $1/\tau_0=25000\ \mathrm{s^{-1}}$ and $1/\tau_1=9091\ \mathrm{s^{-1}}$, hence

$$N=1.079\times10^{6}\times(9091-25000)=-1.7\times10^{10}\ \mathrm{cm^{-3}}.$$

The minus sign is put down to the order of subtraction, and the answer is given as $1.7\times10^{10}\ \mathrm{cm^{-3}}$.

## Where it fails

The order of subtraction in (1) is part of the definition of $C$ and cannot be changed afterwards. A positive $C$ says that splitting the pairs raises the recombination rate and shortens the lifetime. The measured lifetime became longer. The negative concentration therefore reports that this factor does not describe this measurement, and dropping the sign hides the report.

The faulty premise is that $\Delta n\ll p_0$ suffices for low injection. That condition concerns the hole density. Recombination at isolated iron has a much stricter condition, which appears once $C$ is derived.

## Why rates are subtracted

Let $R$ be the net number of electrons recombining per unit volume and time. The effective lifetime is defined by $R=\Delta n/\tau$. Independent recombination channels add their contributions to $R$, so they add in $1/\tau$, not in $\tau$.

Let $k_p$ and $k_i$ be the recombination rates per excess electron and per unit concentration of pairs and of isolated iron. If a fraction $f$ of the iron is paired,

$$\frac1\tau=\frac1{\tau_{\rm bg}}+N\left[f k_p+(1-f)k_i\right],$$

where $\tau_{\rm bg}$ collects everything else, including the surfaces. Write this for $f_0$ before and $f_1$ after illumination, and subtract:

$$\frac1{\tau_1}-\frac1{\tau_0}=N\left[(f_1-f_0)k_p+(f_0-f_1)k_i\right]=N(f_0-f_1)(k_i-k_p).$$

The background has cancelled because it is the same in both states. Therefore

$$N=\frac{C}{f_0-f_1}\left(\frac1{\tau_1}-\frac1{\tau_0}\right),\qquad C=\frac1{k_i-k_p}.\tag{2}$$

For complete pairing and complete dissociation $f_0-f_1=1$, which gives (1). The sign of $C$ tells which form of iron recombines faster. Since $k_i$ and $k_p$ depend on $\Delta n$, both lifetimes must be taken at the same $\Delta n$, and $C$ must belong to that value.

## The rate of one centre

Each form of iron is modelled by one level in the gap. The level holds an electron with probability $\theta$. Let $n$ and $p$ be the electron and hole densities, and $c_n$ and $c_p$ the capture coefficients, each a cross section times a thermal velocity.

Electrons are captured at the rate $c_n n(1-\theta)$ and emitted at a rate $e_n\theta$. In equilibrium these balance. With level energy $E_t$, Fermi energy $E_F$ and no degeneracy factor, $(1-\theta)/\theta=e^{(E_t-E_F)/k_BT}$, while $n_0=N_c e^{-(E_c-E_F)/k_BT}$. Hence

$$e_n=c_n n_0\frac{1-\theta}{\theta}=c_n n_1,\qquad n_1=N_c e^{-(E_c-E_t)/k_BT}.$$

The same argument for holes gives the emission rate $c_p p_1(1-\theta)$ with $p_1=N_v e^{-(E_t-E_v)/k_BT}$. The products agree, $n_1p_1=n_0p_0$, because $E_t$ drops out of the first and $E_F$ out of the second, leaving $N_cN_v e^{-(E_c-E_v)/k_BT}$ in both cases.

In the steady state the level gains electrons from the conduction band as fast as it loses them to holes:

$$c_n\left[n(1-\theta)-n_1\theta\right]=c_p\left[p\theta-p_1(1-\theta)\right].$$

Collecting the terms in $\theta$ gives

$$\theta=\frac{c_n n+c_p p_1}{D},\qquad 1-\theta=\frac{c_n n_1+c_p p}{D},\qquad D=c_n(n+n_1)+c_p(p+p_1).$$

Insert these in the left side of the balance. The terms $c_n^2nn_1$ cancel, and the recombination rate per centre is

$$u=\frac{c_nc_p(np-n_1p_1)}{D}.$$

If $N\ll\Delta n$, charge stored on the centres is negligible and electrons and holes are in equal excess: $n=n_0+\Delta n$, $p=p_0+\Delta n$. Then $np-n_0p_0=\Delta n\,(n_0+p_0+\Delta n)$. Dividing $u$ by $\Delta n$, and numerator and denominator by $c_nc_p$, gives

$$k=\frac{n_0+p_0+\Delta n}{\dfrac{p_0+p_1+\Delta n}{c_n}+\dfrac{n_0+n_1+\Delta n}{c_p}}.\tag{3}$$

The first term in the denominator is the delay due to electron capture. The second is the delay due to hole capture, lengthened by electrons that escape before a hole arrives.

## The supplied factor recovered

The values used are of the rough size found for silicon, with one exception: the electron cross section of the pair is an exercise value, up to ten times larger than the few $10^{-15}\ \mathrm{cm^2}$ usually reported. The factors $C$ of this problem should therefore not be applied to real wafers. Isolated iron has its level at $E_v+0.38$ eV, with cross sections $5\times10^{-14}\ \mathrm{cm^2}$ for electrons and $7\times10^{-17}\ \mathrm{cm^2}$ for holes. The pair is represented by a level at $E_c-0.23$ eV with $3\times10^{-14}$ and $2\times10^{-15}\ \mathrm{cm^2}$; its second, shallow level is left out. With velocities of $2.0\times10^7$ cm/s for electrons and $1.6\times10^7$ cm/s for holes,

- isolated iron: $c_n=1.0\times10^{-6}$, $c_p=1.12\times10^{-9}\ \mathrm{cm^3/s}$;
- pair: $c_n=6.0\times10^{-7}$, $c_p=3.2\times10^{-8}\ \mathrm{cm^3/s}$.

The level densities that matter are $p_1=1.28\times10^{13}\ \mathrm{cm^{-3}}$ for isolated iron and $n_1=3.97\times10^{15}\ \mathrm{cm^{-3}}$ for the pair. The other two, and $n_0$, are negligible here. At $\Delta n=10^{15}\ \mathrm{cm^{-3}}$,

$$k_i=\frac{1.1\times10^{16}}{1.10\times10^{22}+8.93\times10^{23}}=1.217\times10^{-8}\ \mathrm{cm^3/s},$$

$$k_p=\frac{1.1\times10^{16}}{1.83\times10^{22}+1.553\times10^{23}}=6.337\times10^{-8}\ \mathrm{cm^3/s}.$$

Their difference is $k_i-k_p=-5.120\times10^{-8}\ \mathrm{cm^3/s}$, and its inverse is the second supplied factor, $C=-1.953\times10^7\ \mathrm{s\,cm^{-3}}$.

## What low injection means for iron

For isolated iron, neglect $n_0$, $n_1$ and $p_1$ in (3) and divide by $p_0+\Delta n$:

$$k_i\simeq\frac{c_n}{1+\dfrac{c_n}{c_p}\dfrac{\Delta n}{p_0+\Delta n}}.$$

This has fallen to half its low-injection value when $\Delta n/(p_0+\Delta n)=c_p/c_n$. As $c_p\ll c_n$, this means

$$\Delta n_{1/2}\simeq p_0\frac{c_p}{c_n}=1.12\times10^{13}\ \mathrm{cm^{-3}}.$$

Isolated iron captures electrons readily but waits long for a hole. Once $\Delta n$ exceeds $\Delta n_{1/2}$, most centres already hold an electron and cannot take another. The measurement was made about ninety times above this density, although still at a tenth of the doping. The pair changes much less over this range, because its delay is already set largely by $n_1$, which is four times $\Delta n$.

The two forms recombine equally fast at some density $x$. The numerators in (3) are equal, so the denominators must be too. With superscripts $i$ and $p$ for the two forms and $n_0$ neglected,

$$\frac{p_0+p_1^{i}+x}{c_n^{i}}+\frac{n_1^{i}+x}{c_p^{i}}=\frac{p_0+p_1^{p}+x}{c_n^{p}}+\frac{n_1^{p}+x}{c_p^{p}}.$$

This is linear in $x$. Moving the terms in $x$ to the left and the rest to the right gives

$$x=\frac{\dfrac{p_0+p_1^{p}}{c_n^{p}}+\dfrac{n_1^{p}}{c_p^{p}}-\dfrac{p_0+p_1^{i}}{c_n^{i}}-\dfrac{n_1^{i}}{c_p^{i}}}{\dfrac1{c_n^{i}}+\dfrac1{c_p^{i}}-\dfrac1{c_n^{p}}-\dfrac1{c_p^{p}}}=1.52\times10^{14}\ \mathrm{cm^{-3}}.$$

Below $x$, isolated iron is the faster centre, $C>0$, and dissociation shortens the lifetime. Above $x$, the pair is faster, $C<0$, and dissociation lengthens it. At $x$ itself the lifetime does not change, whatever the iron concentration, as long as $N\ll\Delta n$: $C$ diverges and the method is blind.

The first supplied factor therefore applies only when $\Delta n\ll1.1\times10^{13}\ \mathrm{cm^{-3}}$, which is far below a thousandth of the doping.

## The right solution

The factor for the density of the measurement gives

$$N=-1.953\times10^{7}\times(9090.9-25000.0)=3.1\times10^{11}\ \mathrm{cm^{-3}}=3.1\times10^{17}\ \mathrm{m^{-3}}.$$

Both factors in the product are negative and the concentration is positive without any adjustment. The tempting answer was too small by a factor of 18.

**Lifetime without iron.** Before dissociation the pairs contribute $Nk_p=3.107\times10^{11}\times6.337\times10^{-8}=1.969\times10^4\ \mathrm{s^{-1}}$. The rest is

$$\frac1{\tau_{\rm bg}}=25000-19690=5310\ \mathrm{s^{-1}},\qquad \tau_{\rm bg}=188\ \mathrm{\mu s}.$$

After dissociation, isolated iron contributes $Nk_i=3780\ \mathrm{s^{-1}}$. The sum, $9090\ \mathrm{s^{-1}}$, returns the measured 110 μs. As a test of the approximation $N\ll\Delta n$, the level occupancies and charge neutrality were also solved numerically for this $N$ and background, with the stored charge included. The resulting lifetimes are 40.000 and 109.999 μs.

**A check on the data.** The background rate cannot be negative. Writing it as $B$, for complete pairing and dissociation,

$$\frac{k_p}{k_i}-\frac{\tau_1}{\tau_0}=\frac{k_p}{k_i}-\frac{B+Nk_p}{B+Nk_i}=\frac{B(k_p-k_i)}{k_i(B+Nk_i)}\ge0\quad\text{if }k_p>k_i.$$

At this density the lifetime can therefore rise at most by the factor $k_p/k_i=5.2$, approached when iron dominates all recombination. The measured factor is 2.75. A value above 5.2 by more than the reading error would show that the constants or the premises are wrong.

**Reading error.** Differentiating (1) gives

$$\delta N=C\left(-\frac{\delta\tau_1}{\tau_1^2}+\frac{\delta\tau_0}{\tau_0^2}\right).$$

For independent errors $\delta\tau=u\tau$ the two terms add in squares:

$$\frac{\delta N}{N}=\frac{\sqrt{(u/\tau_0)^2+(u/\tau_1)^2}}{|1/\tau_1-1/\tau_0|}=\frac{\sqrt{500^2+182^2}}{15909}=3.3\ \%.$$

The shorter lifetime dominates, since the same relative error means a larger error in its rate. If the two lifetimes nearly coincide, the denominator vanishes and the relative error grows without limit.

## Are the premises safe?

**Complete pairing.** Positive iron is attracted to a negative boron atom. The contact distance is 0.235 nm, and a point-charge estimate with relative permittivity 11.7 gives a binding energy $E_b=1.44/(11.7\times0.235)=0.52$ eV. The bulk permittivity is doubtful at one bond length, so this is rough. Each boron atom has four nearest interstitial sites. With $N_s=5.0\times10^{22}\ \mathrm{cm^{-3}}$ such sites in the crystal, dilute ionized boron and much less iron than boron, the Boltzmann weights give

$$\frac{\text{paired}}{\text{isolated}}=\frac{4p_0}{N_s}e^{E_b/k_BT}\approx500.$$

About 0.2 % stays unpaired, so $f_0\approx0.998$.

**Re-pairing before the second reading.** Isolated iron diffuses back to boron. Write the attraction energy as $U=-k_BT\,R/r$, where $R=4.76$ nm is the distance at which it equals $k_BT$ in size. In steady flow, the number of iron atoms reaching one boron atom per unit time is

$$J=4\pi r^2D_{\rm Fe}\left(\frac{dc}{dr}+\frac{c}{k_BT}\frac{dU}{dr}\right),$$

with $c(r)$ the iron density. Multiplying by $e^{U/k_BT}$ turns the bracket into a derivative:

$$\frac{d}{dr}\left(c\,e^{-R/r}\right)=\frac{J}{4\pi D_{\rm Fe}}\frac{e^{-R/r}}{r^2}.$$

Integrate from the contact distance $d$, where $c=0$, to infinity, where $c=c_\infty$. Since $e^{-R/r}/r^2$ is the derivative of $e^{-R/r}/R$,

$$c_\infty=\frac{J}{4\pi D_{\rm Fe}R}\left(1-e^{-R/d}\right).$$

Here $R/d\approx20$, so the exponential is negligible and $J=4\pi D_{\rm Fe}Rc_\infty$. There are $p_0$ boron atoms per unit volume. Screening by holes, with a Debye length of 41 nm, lowers the rate by a factor 0.906, found by integrating the transport equation numerically. With the rough diffusivity $D_{\rm Fe}=8.2\times10^{-15}\ \mathrm{cm^2/s}$,

$$\frac1{t_{\rm pair}}=0.906\times4\pi D_{\rm Fe}Rp_0=4.4\times10^{-4}\ \mathrm{s^{-1}},\qquad t_{\rm pair}\approx38\ \text{min}.$$

If the isolated iron is spread evenly through the crystal, a delay of one minute in the dark restores about 3 % of the pairs; the steady rate gives $f_1=1-e^{-60\,\mathrm{s}/t_{\rm pair}}=2.6\ \%$. Equation (2) with both fractions then raises the result to $3.2\times10^{11}\ \mathrm{cm^{-3}}$.

**Equal density, not equal light.** Suppose the lamp setting of the first reading is kept. The longer lifetime lets the carriers accumulate to $\Delta n=3.8\times10^{15}\ \mathrm{cm^{-3}}$, where the lifetime reads 152 μs if the background rate does not depend on $\Delta n$. Using this value with the factor for $10^{15}\ \mathrm{cm^{-3}}$ makes $N$ 16 % too high.

**Temperature.** If the lamp has warmed the wafer to 310 K for both readings, the same lifetimes mean $N=4.3\times10^{11}\ \mathrm{cm^{-3}}$, with capture coefficients and gap held fixed. The 300 K factor would then give a result 27 % too low. The cause is $n_1$ of the pair: it grows with temperature, lowers $k_p$, and brings the two rates closer together.

## Beside real wafers

The doping and injection are in the usual range for boron-doped solar wafers, and dissolved interstitial iron between $10^{11}$ and $10^{12}\ \mathrm{cm^{-3}}$ can occur in cast material before gettering. The lifetimes are round exercise data. One premise that can fail in such wafers is the unchanged background, because illumination can also activate boron-oxygen defects if oxygen is present. A background rate 10 % higher in the second reading lowers the inferred $N$ by 3.3 %. In this example the surfaces do little harm if they stay unchanged, because their recombination is weak enough for diffusion to keep the carrier density nearly uniform: with the whole background placed on the faces of a 200 μm wafer and a carrier diffusivity of 30 $\mathrm{cm^2/s}$, a numerical solution of the diffusion equation at fixed $k_i$ and $k_p$, with carriers generated uniformly through the wafer, changes $N$ by about 0.001 %. Light absorbed close to one face makes the density less uniform. For thickness $W$ and diffusivity $D_a$ the change is then about $W^2/(12D_a\tau_{\rm bg})\approx0.6\ \%$, and larger if the lit face carries most of the background.

The calibration factor is a far larger source of doubt. With the lifetimes held fixed, changing the hole capture of the pair by $-30\ \%$ or $+30\ \%$ gives $4.7$ or $2.4\times10^{11}\ \mathrm{cm^{-3}}$. Moving the pair level 0.02 eV towards or away from the conduction band gives $7.1$ or $1.8\times10^{11}\ \mathrm{cm^{-3}}$. An electron cross section of $3\times10^{-15}\ \mathrm{cm^2}$ for the pair makes the first term in the denominator of $k_p$ ten times larger, so that $k_p=3.25\times10^{-8}\ \mathrm{cm^3/s}$ and $N=7.8\times10^{11}\ \mathrm{cm^{-3}}$; the bound $k_p/k_i$ then drops to 2.7, at the edge of the measured factor 2.75. The 3.3 % found above is thus the reading error for a given $C$; the absolute concentration is known no better than $C$.

A comparison of one wafer before and after a gettering step is safer. If doping, temperature and $\Delta n$ are the same in all readings, and pairing and dissociation are complete, $C$ cancels from the ratio of the two concentrations. That ratio describes dissolved interstitial iron that can form pairs. Iron in precipitates does not take part in the dissociation and is not counted by this method.

The numerical output below lists the values used here.

## Computed values

```
Temperature: 300 K; gap 1.12 eV
Band densities Nc, Nv: 2.9e+19, 3.1e+19 cm^-3
Thermal velocities n, p: 2.0e+07, 1.6e+07 cm/s
Isolated iron: Ev + 0.38 eV
  cross sections n, p: 5e-14, 7e-17 cm^2
Pair: Ec - 0.23 eV
  cross sections n, p: 3e-14, 2e-15 cm^2
  level density n1 of pair: 3.968e+15 cm^-3
  level density p1 of isolated iron: 1.281e+13 cm^-3
Doping p0: 1.0e+16 cm^-3; excess dn: 1.0e+15 cm^-3
Lifetimes before, after: 40, 110 us
Rates before, after: 25000.0, 9090.9 s^-1
Rate change after - before: -15909.1 s^-1
k isolated: 1.2170e-08 cm^3/s
k pair: 6.3371e-08 cm^3/s
Calibration C: -1.9531e+13 us cm^-3 = -1.9531e+07 s cm^-3
Iron concentration N: 3.1072e+11 cm^-3 = 3.1072e+17 m^-3
Background rate: 5309.5 s^-1; lifetime 188.3 us
Lifetime ratio: 2.750; upper limit 5.207
Simulated lifetimes: 40.000, 109.999 us
Largest recovery error in three tests: 0.0008 %
Crossover dn: 1.518e+14 cm^-3 (simulated 1.518e+14)
dn halving isolated-iron rate: 1.120e+13 cm^-3
C at dn = 1e10 cm^-3: 1.079e+12 us cm^-3
Reading error per lifetime: 2.0 %
Error of N: 3.34 % (sampled 3.35 %)
Pair contact distance: 0.2351 nm; sites 4
Permittivity ratio: 11.7; binding 0.523 eV
Unpaired fraction at equilibrium: 0.201 %
Capture radius R: 4.76 nm; Debye length 40.9 nm
Screening factor of pairing rate: 0.906
Iron diffusivity: 8.18e-15 cm^2/s
Re-pairing time: 37.6 min
Re-paired after 60 s: 2.62 %
N corrected for both fractions: 3.198e+11 cm^-3
Equal light: dn after 3.807e+15 cm^-3
  lifetime read 152.3 us; N error +15.9 %
Background rate +10 % after light: N error -3.3 %
N with C for 310 K: 4.285e+11 cm^-3 (+37.9 %)
N, pair hole capture -30 %: 4.729e+11 cm^-3
N, pair hole capture +30 %: 2.351e+11 cm^-3
N, pair level 0.02 eV shallower: 7.108e+11 cm^-3
N, pair level 0.02 eV deeper: 1.751e+11 cm^-3
Wafer: 200 um; diffusivity 30 cm^2/s
Surface velocity for whole background: 53.1 cm/s
  resulting N error: +0.001 %
```
